# How much self-energy belongs on an external electron leg?

**The argument under comment.** Imagine a manuscript that computes, to first order in $\alpha$, the scattering of an electron by a weak, slowly varying external potential. Its diagrams are the vertex correction and a self-energy insertion on each of the two external legs. A first version drops the insertions, on the grounds that the amplitude is amputated and that the mass counterterm cancels the self-energy on shell. A revised version keeps them. It notes that the leg

$$\frac{i}{\not p-m}\,(-i)\,[\Sigma(\not p)-\delta m]\,u(p),\qquad \delta m=\Sigma(m),$$

has the form $0/0$, applies l'Hôpital's rule, and assigns $\Sigma'(m)$ to each leg. The two versions predict different electron charges.

My question to the manuscript is which number the expression $0/0$ stands for. Neither version derives it. The scattering formula gives an answer, a limiting procedure explains it, and the charge provides a check.

**Conventions.** I use $\hbar=c=1$ and metric $(+,-,-,-)$. The sum of one-particle-irreducible insertions is $-i\Sigma$, so the full propagator is $i/(\not p-m_0-\Sigma)$. The photon has a small mass $\mu$, so that the electron pole is isolated, and a Pauli-Villars photon of mass $\Lambda$ makes the loops finite. Vacuum polarization, which belongs to the photon line, is left out. By Lorentz covariance and parity,

$$\Sigma=A(p^2)+B(p^2)\not p .$$

Since $p^2=\not p^2$, this is a function of $\not p$, with derivative on shell

$$\Sigma'(m)=B+2m(A'+mB'), \tag{1}$$

where $A'$ and $B'$ are derivatives with respect to $p^2$ at $p^2=m^2$.

**What the scattering formula requires.** The physical mass is $m=m_0+\Sigma(m)$. Near the pole,

$$\not p-m_0-\Sigma(\not p)=(\not p-m)-[\Sigma(\not p)-\Sigma(m)]\simeq(\not p-m)[1-\Sigma'(m)],$$

so the propagator tends to $iZ_2/(\not p-m)$ with

$$Z_2=\frac{1}{1-\Sigma'(m)}=1+\Sigma'(m)+O(\alpha^2).$$

The same residue can be read from the states. Define $\langle0|\psi(0)|p,s\rangle=\sqrt{Z_2}\,u_s(p)$, with $\sum_s u_s\bar u_s=\not p+m$. In any Green function, the one-electron state of energy $E$ at late times contributes

$$\int^\infty\! dt\,\frac{e^{i(p^0-E)t}}{2E}\simeq\frac{i}{2E(p^0-E)}\simeq\frac{i}{p^2-m^2}.$$

In the two-point function this pole is multiplied by two overlaps, one from $\psi$ and one from $\bar\psi$. Their product gives $Z_2$.

Now take a Green function with an outgoing electron. Read through states, its pole part is one overlap times the scattering amplitude $M_s$. Read through diagrams, it is a full propagator times the amputated function $\Gamma$:

$$\frac{i}{p^2-m^2}\sum_s\sqrt{Z_2}\,u_s M_s=\frac{i}{p^2-m^2}\,Z_2\sum_s u_s\,\bar u_s\Gamma .$$

The spinors $u_s$ are independent, so

$$M_s=\sqrt{Z_2}\;\bar u_s\Gamma .$$

An incoming electron gives the same factor through the adjoint overlap. Each leg therefore carries

$$\sqrt{Z_2}=1+\tfrac12\Sigma'(m)+O(\alpha^2). \tag{2}$$

This is the Lehmann-Symanzik-Zimmermann (LSZ) rule. The first version of the manuscript took "amputated" to mean that nothing remains of the leg, but the overlap remains. The revised version kept the residue of a propagator that runs from field to field, whereas an external leg runs from a field to a particle. The factor one half is the first-order form of a square root. It should not be applied to higher terms of $Z_2$.

**Why l'Hôpital's rule does not settle the matter.** The rule presumes that one variable approaches its limit. To see what is hidden, let the coupling be switched slowly, $e\to e\,g(t)$, with $g=1$ during the scattering near $t=0$ and $g\to0$ in the distant past and future. The mass counterterm is of second order in $e$, so it becomes $g^2\delta m$.

The switching supplies small momenta at the vertices. On an incoming leg, let the first vertex supply $k_1$ and the second $k_2$, and put $k=k_1+k_2$. The self-energy then carries $p+k_1$, while the propagator after it carries $p+k$. Because $i(-i)=1$, the leg is

$$L=\frac{\not p+\not k+m}{(p+k)^2-m^2}\,[\Sigma(\not p+\not k_1)-\delta m]\,u(p).$$

The bracket is needed to first order. With $(p+k_1)^2=m^2+2p\cdot k_1+\dots$, $\not p u=mu$ and $\delta m=A+mB$,

$$[\Sigma(\not p+\not k_1)-\delta m]u=\left[2p\cdot k_1(A'+mB')+B\not k_1\right]u+O(k^2).$$

Since this is already of first order, $\not k$ may be dropped in the numerator of the propagator. Two identities are needed:

$$(\not p+m)u=2mu,$$

$$(\not p+m)\not k_1u=(2p\cdot k_1-\not k_1\not p+m\not k_1)u=2p\cdot k_1\,u .$$

The numerator becomes $2p\cdot k_1[2m(A'+mB')+B]u=2p\cdot k_1\,\Sigma'(m)u$ by (1). The denominator is $2p\cdot k$ to leading order. Hence

$$L\to\Sigma'(m)\,\frac{p\cdot k_1}{p\cdot(k_1+k_2)}\,u(p). \tag{3}$$

The limit depends on how the two momenta go to zero. L'Hôpital's rule corresponds to $k_2=0$, with all the momentum entering at the first vertex. If it all enters at the second, $k_1=0$, the leg vanishes. The two versions of the manuscript have chosen these two directions without saying so.

For an electron with $\mathbf p=(0.3,-0.2,0.5)\,m$ and the non-collinear momenta $k_1=10^{-6}(1,\,0.2,\,0.1,\,-0.3)\,m$ and $k_2=10^{-6}(2.5,\,-0.4,\,0.3,\,0.2)\,m$, at $\mu=0.1\,m$ and $\Lambda=1000\,m$, the numerical ratio $L/\Sigma'(m)$ is 0.2987, as (3) predicts. With $k_1$ and $k_2$ exchanged it is 0.7013. The mean is 0.5000.

**The weight of the directions.** Both vertices carry the same function $g$, and this fixes the average. Write $g(t)=\int d\eta\,G(\eta)e^{-i\eta t}$, so that $k_i=(\eta_i,\mathbf 0)$ and the ratio in (3) is $\eta_1/(\eta_1+\eta_2)$. Evolution from the past up to $t=0$ fixes the treatment of the pole:

$$\frac{1}{\eta+i0}=-i\int_{-\infty}^0dt\,e^{-i\eta t}.$$

The coefficient of $\Sigma'(m)$ is therefore

$$\int\! d\eta_1d\eta_2\,G(\eta_1)G(\eta_2)\frac{\eta_1}{\eta_1+\eta_2+i0}
=-i\int_{-\infty}^0\!dt\,(i\dot g)\,g=\int_{-\infty}^0\!dt\,g\dot g=\frac{g(0)^2}{2}=\frac12,$$

where $\int d\eta\,\eta\,G e^{-i\eta t}=i\dot g$ was used. The half is the half in $g\,dg=d(g^2/2)$. The shape of the switching does not enter. On an outgoing leg the picture is reflected in time and the integral is $-\int_0^\infty g\dot g\,dt=\frac12$. This agrees with (2).

Two conditions were used. First, $\Sigma$ was expanded about the mass shell. It has a threshold at $p^2=(m+\mu)^2$, about $2m\mu$ above $m^2$, while $(p+k_1)^2-m^2\simeq2E\eta_1$ for an electron of energy $E$. The switching rate must therefore be small compared with $m\mu/E$, which is $\mu$ for an electron at rest. Second, the counterterm must follow $g^2$. Otherwise an uncancelled energy shift acts during the whole switching time. If the counterterm is omitted, the shift is proportional to $g^2$ and produces a phase proportional to $\int g^2dt$, which diverges as the rate goes to zero.

**A model in which the square root can be seen.** The switching argument above is of first order in $\alpha$. A solvable model shows the same distinction without expansion in the coupling. A level $|a\rangle$ is coupled with real strengths $V_j$ to states $|j\rangle$ of energies $\omega_j$ above a gap. The level itself has the counterterm energy $\sum_jV_j^2/\omega_j$. Consider

$$|D\rangle=\sqrt Z\Big(|a\rangle-\sum_j\frac{V_j}{\omega_j}|j\rangle\Big),\qquad Z=\frac1{1+w},\quad w=\sum_j\frac{V_j^2}{\omega_j^2}.$$

Acting with the Hamiltonian gives $\omega_j(-V_j/\omega_j)+V_j=0$ on each $|j\rangle$, and $\sum V_j^2/\omega_j-\sum V_j^2/\omega_j=0$ on $|a\rangle$. Thus $|D\rangle$ is a normalized eigenstate of energy zero. The self-energy is $\Sigma(E)=\sum_jV_j^2/(E-\omega_j)$, so $\Sigma'(0)=-w$ and $Z=1/[1-\Sigma'(0)]$, as for $Z_2$.

Replace $V_j$ by $gV_j$ and the counterterm by $g^2\sum V_j^2/\omega_j$. The dressed energy stays at zero. If $g$ rises slowly compared with the gap, the bare level follows the dressed state, and the amplitude to find $|a\rangle$ at $t=0$ tends to $\langle a|D\rangle=\sqrt Z$. One end of this evolution is a particle and the other is a bare level, as on an external leg.

If the full coupling is instead present from the start, the amplitude to return to $|a\rangle$ is

$$\langle a|e^{-iHt}|a\rangle=|\langle a|D\rangle|^2+\text{continuum part}.$$

The continuum part dephases, and $Z$ remains when $|D\rangle$ is the single bound state. Both ends are now bare, and this is the full count.

Take a continuum from 1 to 5 in units of the gap, with squared coupling per unit energy proportional to $(\omega-1)^2(5-\omega)^2$, represented by 80 discrete levels. The numbers below, in particular the phases, refer to this profile. Normalize it to $w=0.25$. Then $Z=1/1.25=0.80000$ and $\sqrt Z=0.89443$. Integration of the Schrödinger equation gives moduli 0.89435, 0.89441 and 0.89442 for exponential switching at rates 0.20, 0.10 and 0.05. Sudden switching gives 0.80001 after a time of 40 inverse gaps.

For weak coupling, $w=0.001$, the quantity $(1-|\text{amplitude}|)/w$ isolates the first-order coefficient. At rate 0.05 it is 0.4994 for an exponential, 0.5006 for a Gaussian and 0.5002 for a linear ramp. The coupling and the rate are finite here, so small departures from one half are allowed.

Without the counterterm, at $w=0.001$ and with exponential switching, the phase at $t=0$ is 0.02564 rad at rate 0.050 and 0.05130 rad at rate 0.025. Halving the rate doubles it, as expected from $\int_{-\infty}^0g^2dt=1/(2\times\text{rate})$.

**The charge as arbiter.** The manuscript could have detected the fault by letting the momentum transfer go to zero. The external potential then measures the total charge, which the conserved current fixes at one unit. Let $D(l)=1/(l^2-\mu^2)-1/(l^2-\Lambda^2)$ and $S(q)=1/(\not q-m)$. In Feynman gauge the two loops are

$$-i\Sigma(p)=(-ie)^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\nu\, iS(p-l)\,\gamma_\nu\,(-i)D(l),$$

$$\delta\Gamma^\lambda(p,p)=(-ie)^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\nu\, iS(p-l)\,\gamma^\lambda\, iS(p-l)\,\gamma_\nu\,(-i)D(l).$$

Differentiating $S(\not q-m)=1$ gives $\partial S/\partial q_\lambda=-S\gamma^\lambda S$. Hence $\partial(-i\Sigma)/\partial p_\lambda$ contains $-iS\gamma^\lambda S$ where $\delta\Gamma^\lambda$ contains $i^2S\gamma^\lambda S$. The ratio is $i^2/(-i)=-i$, so

$$\delta\Gamma^\lambda(p,p)=-i\,\frac{\partial(-i\Sigma)}{\partial p_\lambda}=-\frac{\partial\Sigma}{\partial p_\lambda}.$$

Between on-shell spinors,

$$\bar u\,\frac{\partial\Sigma}{\partial p_\lambda}u=\bar u\,[2p^\lambda(A'+mB')+B\gamma^\lambda]\,u .$$

From $\bar u(\not p\gamma^\lambda+\gamma^\lambda\not p)u$, evaluated once with the anticommutator and once with the Dirac equation, $2p^\lambda\bar uu=2m\,\bar u\gamma^\lambda u$. By (1) the result is $\Sigma'(m)\,\bar u\gamma^\lambda u$, and the vertex correction to the charge is $-\Sigma'(m)$.

If each of the two legs contributes $c\,\Sigma'(m)$, the charge in units of $e$ is

$$1-\Sigma'(m)+2c\,\Sigma'(m)=1+(2c-1)\Sigma'(m). \tag{4}$$

For $\Sigma'(m)\neq0$ this equals one only at $c=\frac12$. The two versions of the manuscript err by equal and opposite amounts.

**Numbers for the charge.** In the self-energy loop, $\gamma^\nu(\not p-\not l+m)\gamma_\nu=4m-2(\not p-\not l)$. For a photon of mass $M$, combine the denominators with weight $x$ on the photon and shift $l=q+(1-x)p$. The combined denominator is $(q^2-D_M)^2$, with

$$D_M=(1-x)m^2+xM^2-x(1-x)p^2,$$

and the numerator becomes $4m-2x\not p$, since the term odd in $q$ integrates to zero. Rotating $q^0=iq_4$ and setting $s=q_E^2$, so that $d^4q_E=\pi^2s\,ds$,

$$\int\!\frac{d^4q}{(2\pi)^4}\left[\frac1{(q^2-D_\mu)^2}-\frac1{(q^2-D_\Lambda)^2}\right]=\frac{i}{16\pi^2}\int_0^\infty\! s\,ds\left[\frac1{(s+D_\mu)^2}-\frac1{(s+D_\Lambda)^2}\right]=\frac{i}{16\pi^2}\ln\frac{D_\Lambda}{D_\mu}.$$

The last step uses the antiderivative $\ln(s+D)+D/(s+D)$ of $s/(s+D)^2$. With $(-ie)^2\,i(-i)=-e^2$ and $e^2=4\pi\alpha$,

$$\Sigma=\frac{\alpha}{2\pi}\int_0^1dx\,(2m-x\not p)\ln\frac{D_\Lambda}{D_\mu}.$$

Now set $m=1$. Since $dD_M/d\not p=-2x(1-x)\not p$, the on-shell derivative is

$$\Sigma'(m)=\frac{\alpha}{2\pi}\int_0^1dx\left\{-x\ln\frac{D_\Lambda}{D_\mu}+2x(1-x)(2-x)\left[\frac1{D_\mu}-\frac1{D_\Lambda}\right]\right\},$$

with $D_M=(1-x)^2+xM^2$.

For $\mu=0.1$ and $\Lambda=1000$, in units of $m$, this gives $\Sigma'(m)=-0.004772$. A separate integration of the vertex gives $+0.004772$. The three prescriptions yield

- legs dropped: $1+0.004772=1.004772$;
- legs halved: $1+0.004772-2(0.002386)=1.000000$;
- legs counted fully: $1+0.004772-2(0.004772)=0.995228$.

For $\mu=0.001$ and the same $\Lambda$, $\Sigma'(m)=+0.005415$. The charges are then 0.994585, 1.000000 and 1.005415. The wrong prescriptions have exchanged the signs of their errors, while the correct charge has not moved.

The change of sign comes from small photon momenta. Near $x=1$, with $y=1-x$, the second term contains $2\int y\,dy/(y^2+\mu^2)\simeq2\ln(1/\mu)$, which grows as $\mu$ falls. In this region the photon momentum $l=q+yp$ is small, because $q$ is of order $\sqrt{D_\mu}\simeq\sqrt{y^2+\mu^2}$. In the second case $Z_2>1$, so $Z_2$ is not a probability here. Feynman gauge admits states of negative norm, unlike the model above. For an electron at rest the numerator $4m-2x\not p$ splits into $m+x\not p$ from the timelike term $\nu=0$ and $3(m-x\not p)$ from the spatial terms. On shell the spatial part vanishes at $x=1$, so the growing logarithm comes from the timelike photons. Its size and sign depend on the gauge: in a covariant gauge with parameter $\xi$ it is proportional to $3-\xi$, with $\xi=1$ here. As $\mu\to0$ the leg factor in Feynman gauge diverges, and the threshold reaches the mass shell, so the pole is no longer isolated. The rule in this form then fails, and soft photons must be treated together with the electron.

**When dropping the legs is correct.** There is a convention in which the first version would be right. Define $\psi=\sqrt{Z_2}\,\psi_R$. The overlap of $\psi_R$ with the electron is $u_s$, its propagator has unit residue, and the leg factor is one. The current, however, becomes $\bar\psi\gamma^\lambda\psi=Z_2\bar\psi_R\gamma^\lambda\psi_R$, which adds a vertex counterterm $Z_2-1=\Sigma'(m)$. The charge is $1-\Sigma'(m)+\Sigma'(m)=1$, as before. The two half-contributions have moved from the legs to the vertex. The manuscript uses the bare field and has no such counterterm.

**Requested correction.** With the bare field, the manuscript should multiply the amputated amplitude by $\sqrt{Z_2}$ for each leg. To first order this adds $\frac12\Sigma'(m)$ per leg, or $\Sigma'(m)$ for the two legs together. The numerical check compares the self-energy with a direct loop integral and tests the vertex, the directional limit and the switching results.

## Numbers as computed

```
fine-structure constant = 0.007297353
QED: photon mass = 0.1 m, regulator mass = 1000 m
  mass shift Sigma(m) = 0.024591 m
  Sigma'(m), parameter formula = -0.0047721
  Sigma'(m), loop integral     = -0.0047721
  half of Sigma'(m)            = -0.0023860
  vertex correction            = 0.0047721
  charge, legs dropped = 1.004772 e
  charge, legs halved  = 1.000000 e
  charge, legs full    = 0.995228 e
QED: photon mass = 0.001 m, regulator mass = 1000 m
  mass shift Sigma(m) = 0.024936 m
  Sigma'(m), parameter formula = 0.0054150
  Sigma'(m), loop integral     = 0.0054150
  half of Sigma'(m)            = 0.0027075
  vertex correction            = -0.0054150
  charge, legs dropped = 0.994585 e
  charge, legs halved  = 1.000000 e
  charge, legs full    = 1.005415 e
Leg insertion divided by Sigma'(m), two orders of k1, k2:
  k1 first = 0.2987, k2 first = 0.7013
  mean of the two orders = 0.5000
Model: continuum from 1 to 5 gaps, w = 0.25
  Z = 0.80000, sqrt(Z) = 0.89443
  slow switching, rate 0.20 gap: |amp| = 0.89435
  slow switching, rate 0.10 gap: |amp| = 0.89441
  slow switching, rate 0.05 gap: |amp| = 0.89442
  sudden switching, t = 40/gap: |amp| = 0.80001
Model, w = 0.001, rate 0.05 gap: (1-|amp|)/w
  exponential: 0.4994
  Gaussian: 0.5006
  linear ramp: 0.5002
Phase at t = 0 without the counterterm, exponential switching:
  rate 0.050 gap: phase = 0.02564 rad
  rate 0.025 gap: phase = 0.05130 rad
```
